# Uniqueness of floating-line voltages in a crossbar with one threshold switch: verification in Python

```python
"""
Result under test: in a crossbar whose cell currents all increase strictly with
voltage, the voltages of the floating lines are unique (strictly convex
co-content). One cell with a current-controlled negative resistance can give
three states; a state with f'(i) < -R_rest forces at least three.
Symbols: f(i) voltage of the negative-resistance cell at current i,
V_rest(i) voltage the other cells offer to it, R_rest = -dV_rest/di,
H(i) = f(i) - V_rest(i), whose roots are the states.
Units: V, uA, MOhm, uS, uW. Lines 0..3 are word lines, 4..7 are bit lines.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar, root

rng = np.random.default_rng(7)
SIZE = 4
LINES = 2 * SIZE
DRIVE = 1.5                      # V on word line 1; bit line 1 is grounded
CELL_CURRENT, CELL_VOLTAGE = 1.0, 0.4        # uA, V: I = Is sinh(V/Vs)
SUB_CURRENT, SUB_VOLTAGE = 1e-4, 0.15        # uA, V: subthreshold conduction
CROSS_CURRENT, HOLD_VOLTAGE = 0.2, 0.6       # uA, V: change to the on state
SERIES = 0.03                                # MOhm: memory element in series
ROOM, HOT, ACTIVATION = 300.0, 358.0, 0.35   # K, K, eV

cells = [(r, SIZE + c) for r in range(SIZE) for c in range(SIZE)]
incidence = np.zeros((len(cells), LINES))
for n, (word, bit) in enumerate(cells):
    incidence[n, word], incidence[n, bit] = 1.0, -1.0
BAD = cells.index((0, SIZE + 1))
bad_row = incidence[BAD]
rest = np.delete(incidence, BAD, axis=0)
FREE = [n for n in range(LINES) if n not in (0, SIZE)]


def minimise(inc, i_s, v_s, fixed, extra):
    """Damped Newton minimum of co-content + extra.potentials."""
    free = [n for n in range(LINES) if n not in fixed]
    p = np.full(LINES, np.mean(list(fixed.values())))
    for line, value in fixed.items():
        p[line] = value
    a = inc[:, free]

    def energy(q):
        return np.sum(i_s * v_s * (np.cosh(inc @ q / v_s) - 1)) + extra @ q

    for _ in range(200):
        v = inc @ p
        grad = a.T @ (i_s * np.sinh(v / v_s)) + extra[free]
        if np.max(np.abs(grad)) < 1e-10:
            return p, energy(p)
        hess = (a.T * (i_s / v_s * np.cosh(v / v_s))) @ a
        step = np.zeros(LINES)
        step[free] = -np.linalg.solve(hess, grad)
        e0, t = energy(p), 1.0
        while energy(p + t * step) > e0 + 1e-12 * (1 + abs(e0)):
            t /= 2
        p = p + t * step
    raise RuntimeError("no minimum found")


def rest_state(i, drive=DRIVE):
    return minimise(rest, CELL_CURRENT, CELL_VOLTAGE,
                    {0: drive, SIZE: 0.0}, i * bad_row)


def rest_voltage(i, drive=DRIVE):
    return bad_row @ rest_state(i, drive)[0]


def rest_resistance(i, drive=DRIVE):
    v = rest @ rest_state(i, drive)[0]
    a = rest[:, FREE]
    g = CELL_CURRENT / CELL_VOLTAGE * np.cosh(v / CELL_VOLTAGE)
    return bad_row[FREE] @ np.linalg.solve((a.T * g) @ a, bad_row[FREE])


def short_current(drive):
    """Current through the bad cell's place when it is a short circuit."""
    p, _ = minimise(rest, CELL_CURRENT, CELL_VOLTAGE,
                    {0: drive, SIZE: 0.0, SIZE + 1: drive}, np.zeros(LINES))
    leaving = rest.T @ (CELL_CURRENT * np.sinh(rest @ p / CELL_VOLTAGE))
    return leaving[SIZE + 1]


def selector(i, ballast=0.0, temperature=ROOM):
    """Voltage of threshold switch + memory element + optional resistor."""
    boost = np.exp(ACTIVATION * charge / boltzmann
                   * (1 / ROOM - 1 / temperature))
    low = (SUB_VOLTAGE * temperature / ROOM
           * np.arcsinh(i / (SUB_CURRENT * boost)))
    u = i / CROSS_CURRENT
    return ((low + HOLD_VOLTAGE * u * abs(u)) / (1 + u * u)
            + (SERIES + ballast) * i)


def selector_slope(i):
    h = 1e-4 * i
    return (selector(i + h) - selector(i - h)) / (2 * h)


def find_states(drive, ballast=0.0, temperature=ROOM):
    def mismatch(i):
        return selector(i, ballast, temperature) - rest_voltage(i, drive)
    grid = np.geomspace(1e-4, short_current(drive), 300)
    h = np.array([mismatch(i) for i in grid])
    assert h[0] < 0 < h[-1]
    return [brentq(mismatch, grid[n], grid[n + 1], xtol=1e-13)
            for n in range(len(grid) - 1) if h[n] * h[n + 1] < 0]


def drive_for_current(i, ballast=0.0, temperature=ROOM):
    target = selector(i, ballast, temperature)
    return brentq(lambda d: target - rest_voltage(i, d), 0.0, 4.0, xtol=1e-11)


def window(temperature=ROOM):
    """Lowest and highest drive with three states."""
    def curve(s):
        return drive_for_current(np.exp(s), temperature=temperature)
    top = minimize_scalar(lambda s: -curve(s), method="bounded",
                          bounds=(np.log(0.01), np.log(0.3)))
    bottom = minimize_scalar(curve, method="bounded",
                             bounds=(np.log(0.3), np.log(4.0)))
    return bottom.fun, -top.fun


# --- Monotone array with unequal cells: co-content and uniqueness -----------
i_var = rng.uniform(0.3, 3.0, len(cells))
v_var = rng.uniform(0.35, 0.6, len(cells))


def net_currents(p, i_s, v_s, skip=None):
    """Explicit sum of the currents leaving each line."""
    out = np.zeros(LINES)
    for n, (word, bit) in enumerate(cells):
        if n != skip:
            current = i_s[n] * np.sinh((p[word] - p[bit]) / v_s[n])
            out[word] += current
            out[bit] -= current
    return out


def co_content(p):
    return sum(quad(lambda v: i_var[n] * np.sinh(v / v_var[n]),
                    0, p[w] - p[b], epsabs=1e-13)[0]
               for n, (w, b) in enumerate(cells))


def with_free(x, drive=DRIVE):
    p = np.zeros(LINES)
    p[0] = drive
    p[FREE] = x
    return p


point = with_free(rng.uniform(0, DRIVE, len(FREE)))
for line in FREE:
    shift = np.zeros(LINES)
    shift[line] = 1e-4
    slope = (co_content(point + shift) - co_content(point - shift)) / 2e-4
    assert abs(slope - net_currents(point, i_var, v_var)[line]) < 1e-5
for _ in range(15):
    p1 = with_free(rng.uniform(-0.5, 2, len(FREE)))
    p2 = with_free(rng.uniform(-0.5, 2, len(FREE)))
    assert co_content((p1 + p2) / 2) < (co_content(p1) + co_content(p2)) / 2

unique, _ = minimise(incidence, i_var, v_var, {0: DRIVE, SIZE: 0.0},
                     np.zeros(LINES))
converged, spread = 0, 0.0
with np.errstate(all="ignore"):
    for _ in range(60):
        trial = root(lambda x: net_currents(with_free(x), i_var, v_var)[FREE],
                     rng.uniform(-0.5, 2, len(FREE)))
        if np.max(np.abs(trial.fun)) < 1e-8:
            converged += 1
            spread = max(spread, np.max(np.abs(trial.x - unique[FREE])))
assert converged >= 10 and spread < 1e-6
assert np.all(unique[FREE] > 0) and np.all(unique[FREE] < DRIVE)
# With no driven line a common shift costs nothing; with driven lines it does.
conductance = i_var / v_var * np.cosh(incidence @ unique / v_var)
laplacian = (incidence.T * conductance) @ incidence
free_modes = np.linalg.eigvalsh(laplacian)
held_modes = np.linalg.eigvalsh(laplacian[np.ix_(FREE, FREE)])
assert abs(free_modes[0]) < 1e-10 < free_modes[1] and held_modes[0] > 1e-3


# --- Voltage-controlled negative resistance on one floating line ------------
def n_cell(v):
    return v**3 - 3 * v**2 + 2.5 * v


def n_states(resistance, drive):
    r = np.roots([1, -3, 2.5 + 1 / resistance, -drive / resistance])
    return np.sort(drive - r[np.abs(r.imag) < 1e-9].real)


def n_co_content(u, resistance=4.0, drive=3.0):
    return quad(n_cell, 0, drive - u)[0] + u**2 / (2 * resistance)


n_lines = n_states(4.0, 3.0)
assert len(n_lines) == 3
n_energy = [n_co_content(u) for u in n_lines]
assert n_energy[1] > max(n_energy[0], n_energy[2])
for u, sign in zip(n_lines, (1, -1, 1)):
    assert sign * (n_co_content(u + 0.05) - n_co_content(u)) > 0
    assert sign * (n_co_content(u - 0.05) - n_co_content(u)) > 0
assert all(len(n_states(1.9, d)) == 1 for d in np.linspace(0.1, 6, 200))
assert len(n_states(2.1, 1 + 2.1 * n_cell(1.0))) == 3

# --- The rest of the array as seen by the threshold switch ------------------
i_short = short_current(DRIVE)
assert abs(rest_voltage(i_short)) < 1e-7
sample = np.linspace(0, i_short, 25)
assert np.all(np.diff([rest_voltage(i) for i in sample]) < 0)
for i in (0.05, 0.5, 2.0):
    difference = (rest_voltage(i + 1e-4) - rest_voltage(i - 1e-4)) / 2e-4
    assert abs(difference + rest_resistance(i)) < 1e-5
    assert np.all(np.diff([rest_voltage(i, d)
                           for d in np.linspace(0, 3, 13)]) > 0)

# --- Three states, found by scan and by a search in all unknowns ------------
states = find_states(DRIVE)
assert len(states) == 3
i_all, v_all = np.full(16, CELL_CURRENT), np.full(16, CELL_VOLTAGE)


def full_equations(y):
    p, i = with_free(y[:-1]), np.exp(np.clip(y[-1], -15, 5))
    balance = net_currents(p, i_all, v_all, skip=BAD)
    balance[0] += i
    balance[SIZE + 1] -= i
    return np.append(balance[FREE], selector(i) - (p[0] - p[SIZE + 1]))


found = set()
with np.errstate(all="ignore"):
    for _ in range(200):
        guess = np.append(rng.uniform(0, DRIVE, len(FREE)),
                          rng.uniform(np.log(0.01), np.log(4)))
        trial = root(full_equations, guess)
        if np.max(np.abs(trial.fun)) < 1e-9:
            gap = np.abs(np.exp(trial.x[-1]) - np.array(states))
            assert gap.min() < 1e-5
            found.add(int(gap.argmin()))
assert found == {0, 1, 2}

potentials = [rest_state(i)[0] for i in states]
for p in potentials:                       # equal lines have equal voltages
    assert np.ptp(p[1:SIZE]) < 1e-8 and abs(p[6] - p[7]) < 1e-8
slopes = [selector_slope(i) for i in states]
loads = [rest_resistance(i) for i in states]
assert slopes[0] + loads[0] > 0 > slopes[1] + loads[1]
assert slopes[2] + loads[2] > 0

# --- Mixed potential: selector content minus m(i) ---------------------------
barriers = []
for outer in (states[0], states[2]):
    content = quad(selector, outer, states[1])[0]
    psi = content - (rest_state(states[1])[1] - rest_state(outer)[1])
    direct = quad(lambda i: selector(i) - rest_voltage(i), outer, states[1],
                  epsabs=1e-10)[0]
    assert abs(psi - direct) < 1e-7 and psi > 0
    barriers.append(psi)

# --- Drive window and cure by a series resistor -----------------------------
v_low, v_high = window()
for d, number in ((v_low - 0.01, 1), (v_low + 0.01, 3),
                  (v_high - 0.01, 3), (v_high + 0.01, 1)):
    assert len(find_states(d)) == number
grid = np.geomspace(1e-3, 10, 4000)
all_slopes = selector_slope(grid)
worst = -all_slopes.min()
i_worst = grid[all_slopes.argmin()]
ballast = 1.02 * worst
for d in (1.0, 1.5, 2.0, 2.5, 3.0):
    assert len(find_states(d, ballast)) == 1
cured = find_states(DRIVE, ballast)[0]
half_drive = drive_for_current(i_worst, worst / 2)
assert worst / 2 > rest_resistance(i_worst, half_drive)
half_count = len(find_states(half_drive, worst / 2))
assert half_count >= 3

# --- Size of what the model leaves out --------------------------------------
hot_low, hot_high = window(HOT)
hot_states = find_states(DRIVE, temperature=HOT)
assert len(hot_states) % 2 == 1
SEGMENT, THERMAL = 10.0, 1.0               # Ohm per cell pitch, K/uW
SWITCH_NM, OXIDE_NM = 15.0, 10.0           # film thicknesses, nm
p_on = potentials[2]
rest_currents = CELL_CURRENT * np.sinh(rest @ p_on / CELL_VOLTAGE)
word_current = rest_currents[rest[:, 0] == 1].sum() + states[2]
wire_drop = word_current * SEGMENT * SIZE * 1e-3          # mV
direct_current = CELL_CURRENT * np.sinh(DRIVE / CELL_VOLTAGE)
peak = minimize_scalar(lambda s: -selector(np.exp(s)), method="bounded",
                       bounds=(np.log(0.01), np.log(0.3)))

print(f"array {SIZE}x{SIZE}, drive {DRIVE} V, floating lines {len(FREE)}")
print(f"oxide cell: Is {CELL_CURRENT} uA, Vs {CELL_VOLTAGE} V")
print(f"switch: I0 {SUB_CURRENT*1e3:.2f} nA, Va {SUB_VOLTAGE} V")
print(f"switch: I1 {CROSS_CURRENT} uA, Vh {HOLD_VOLTAGE} V")
print(f"memory element in series {SERIES*1e3:.0f} kOhm")
print(f"switch cell peak voltage {-peak.fun:.3f} V"
      f" at {np.exp(peak.x)*1e3:.1f} nA")
print(f"monotone array: {converged} of 60 searches converged")
print(f"monotone array: largest disagreement {spread:.1e} V")
print("reduced example, line voltages:", np.round(n_lines, 4))
print("reduced example, co-content:", np.round(n_energy, 6))
print(f"rest: open voltage {rest_voltage(0.0):.4f} V")
print(f"rest: short-circuit current {i_short:.3f} uA")
for name, i, p, s, r in zip(("low", "middle", "high"), states, potentials,
                            slopes, loads):
    sensed = np.sum(CELL_CURRENT * np.sinh(p[:SIZE] / CELL_VOLTAGE))
    print(f"{name}: switch current {i:.5f} uA, voltage {selector(i):.4f} V")
    print(f"{name}: bit line 2 {p[5]:.4f} V, bit lines 3,4 {p[6]:.4f} V")
    print(f"{name}: word lines 2-4 {p[1]:.4f} V")
    print(f"{name}: current into bit line 1 {sensed:.3f} uA")
    print(f"{name}: f' {s*1e3:.1f} kOhm, R_rest {r*1e3:.1f} kOhm")
print(f"potential rise low to middle {barriers[0]*1e3:.3f} nW")
print(f"potential rise high to middle {barriers[1]*1e3:.3f} nW")
print(f"three states for drives {v_low:.4f} to {v_high:.4f} V")
print(f"largest negative resistance {worst*1e3:.1f} kOhm"
      f" at {i_worst*1e3:.1f} nA")
print(f"curing resistor used {ballast*1e3:.1f} kOhm")
print(f"cured switch current at {DRIVE} V: {cured*1e3:.2f} nA")
print(f"half-size resistor {worst*500:.1f} kOhm: {half_count} states"
      f" at {half_drive:.4f} V")
print(f"hot case {HOT:.0f} K, activation energy {ACTIVATION} eV")
print(f"hot: three states for {hot_low:.4f} to {hot_high:.4f} V")
print(f"hot: number of states at {DRIVE} V: {len(hot_states)}")
print(f"hot: switch current {hot_states[-1]:.4f} uA")
print(f"wire {SEGMENT:.0f} Ohm per pitch: drop at most {wire_drop:.2f} mV")
print(f"thermal resistance taken {THERMAL} K/uW")
print(f"heating of switch cell, high state"
      f" {THERMAL*states[2]*selector(states[2]):.2f} K")
print(f"heating of directly driven cell {THERMAL*direct_current*DRIVE:.1f} K")
print(f"current of directly driven cell {direct_current:.2f} uA")
print(f"peak field in {SWITCH_NM:.0f} nm switch"
      f" {-peak.fun/SWITCH_NM*10:.2f} MV/cm")
print(f"field in {OXIDE_NM:.0f} nm driven oxide cell"
      f" {DRIVE/OXIDE_NM*10:.2f} MV/cm")
print("no test failed")
```

Running it gives:

```
array 4x4, drive 1.5 V, floating lines 6
oxide cell: Is 1.0 uA, Vs 0.4 V
switch: I0 0.10 nA, Va 0.15 V
switch: I1 0.2 uA, Vh 0.6 V
memory element in series 30 kOhm
switch cell peak voltage 1.039 V at 83.7 nA
monotone array: 43 of 60 searches converged
monotone array: largest disagreement 6.1e-10 V
reduced example, line voltages: [1.5 2.  2.5]
reduced example, co-content: [0.984375 1.       0.984375]
rest: open voltage 0.9779 V
rest: short-circuit current 8.113 uA
low: switch current 0.03484 uA, voltage 0.9718 V
low: bit line 2 0.5282 V, bit lines 3,4 0.8328 V
low: word lines 2-4 0.5236 V
low: current into bit line 1 26.397 uA
low: f' 3581.7 kOhm, R_rest 176.8 kOhm
middle: switch current 0.18604 uA, voltage 0.9451 V
middle: bit line 2 0.5549 V, bit lines 3,4 0.8366 V
middle: word lines 2-4 0.5301 V
middle: current into bit line 1 26.495 uA
middle: f' -1230.8 kOhm, R_rest 176.3 kOhm
high: switch current 1.85402 uA, voltage 0.6669 V
high: bit line 2 0.8331 V, bit lines 3,4 0.8780 V
high: word lines 2-4 0.5994 V
high: current into bit line 1 27.627 uA
high: f' 18.9 kOhm, R_rest 153.3 kOhm
potential rise low to middle 7.421 nW
potential rise high to middle 178.009 nW
three states for drives 1.2389 to 1.6180 V
largest negative resistance 1236.4 kOhm at 176.8 nA
curing resistor used 1261.1 kOhm
cured switch current at 1.5 V: 27.11 nA
half-size resistor 618.2 kOhm: 3 states at 1.6822 V
hot case 358 K, activation energy 0.35 eV
hot: three states for 1.2195 to 1.4099 V
hot: number of states at 1.5 V: 1
hot: switch current 1.8598 uA
wire 10 Ohm per pitch: drop at most 1.11 mV
thermal resistance taken 1.0 K/uW
heating of switch cell, high state 1.24 K
heating of directly driven cell 31.9 K
current of directly driven cell 21.25 uA
peak field in 15 nm switch 0.69 MV/cm
field in 10 nm driven oxide cell 1.50 MV/cm
no test failed
```
